# Orientational energy difference from X-ray occupancies in a molecular crystal

## Problem

A molecular crystal used as a source material for film growth has one molecule per site. Each molecule takes one of two orientations, A or B. An X-ray refinement gives the occupancies $p_A=0.80$ and $p_B=0.20$, and the orientations were in equilibrium at $T=200$ K.

(a) Assume that the sites are independent, that each orientation has a single variant, and that the vibrational entropies of A and B are equal. Derive the relation between the occupancies and the energy difference $\Delta E$ (B minus A), and evaluate it.

(b) The occupancy is uncertain by 0.02 and the temperature by 2 K. Find the uncertainty of $\Delta E$. Predict $p_A$ at 100, 150 and 250 K.

(c) How does the answer change if the occupancy 0.20 is shared equally by two equivalent variants of B?

(d) Which energy has been measured: the static lattice energy, or one that includes vibrations? What changes if three librations (rocking vibrations of the whole molecule) have wavenumber 20 cm⁻¹ in A and 19 cm⁻¹ in B?

(e) Suppose that each pair of unlike neighbours costs an extra energy $w=0.05$ kJ/mol. Estimate the on-site energy difference for $z=4$ and $z=12$ neighbours.

(f) The crystal is cooled from 200 K to 50 K at 1 K/min. Reorientation from B to A has a barrier $E_b=25$ kJ/mol and an attempt frequency $\nu_0=10^{12}$ s⁻¹. What would be inferred from the occupancies at 50 K if that temperature were put into the formula?

## Solution

### (a) From occupancies to energy

Bragg intensities give the electron density averaged over all unit cells and over the time of measurement. The refined $p_A$ is therefore the probability that a site holds orientation A.

Let $E_A$ and $E_B$ be the static energies per mole, with the molecules at rest at the two minima. Let $q_A$ and $q_B$ be the vibrational partition functions, with zero-point energy included. The statistical weight of orientation $i$ on one site is

$$\zeta_i=q_i\,e^{-E_i/RT}.$$

For independent sites the weight of a configuration is the product of its site weights. Summing over both choices on each of $N$ sites gives $Z=(\zeta_A+\zeta_B)^N$. If one chosen site is held in A, the others still contribute $(\zeta_A+\zeta_B)^{N-1}$, so

$$p_A=\frac{\zeta_A(\zeta_A+\zeta_B)^{N-1}}{(\zeta_A+\zeta_B)^N}=\frac{\zeta_A}{\zeta_A+\zeta_B},\qquad
\frac{p_A}{p_B}=\frac{q_A}{q_B}\,e^{(E_B-E_A)/RT}.$$

Taking the logarithm and multiplying by $RT$,

$$RT\ln\frac{p_A}{p_B}=E_B-E_A-RT\ln q_B+RT\ln q_A. \tag{1}$$

The vibrational terms can be split into energy and entropy. A vibrational level $\varepsilon_n$ has probability $P_n=e^{-\varepsilon_n/RT}/q$, so $\ln P_n=-\varepsilon_n/RT-\ln q$ and

$$S=-R\sum_n P_n\ln P_n=\frac{U_{\rm vib}}{T}+R\ln q
\quad\Rightarrow\quad -RT\ln q=U_{\rm vib}-TS.$$

Inserting this for A and for B into (1) gives

$$RT\ln\frac{p_A}{p_B}=\Delta E-T\Delta S,\qquad
\Delta E=(E_B-E_A)+\Delta U_{\rm vib}, \tag{2}$$

where every $\Delta$ means B minus A. Equal vibrational entropies mean $\Delta S=0$, and then

$$\boxed{\Delta E=RT\ln\frac{p_A}{p_B}}$$

With $RT=8.3145\times200$ J/mol $=1.6629$ kJ/mol and $\ln(0.80/0.20)=\ln4=1.3863$,

$$\Delta E=1.6629\times1.3863\ \text{kJ/mol}=2.305\ \text{kJ/mol},$$

or 24 meV per molecule. The sign is positive: B, the less occupied orientation, lies higher. As a check on the counting, all configurations of 16 independent sites were summed and the energy was adjusted until the mean occupancy was 0.80. The energy found was 2.3053 kJ/mol, the same value.

At constant pressure the work $p\,\Delta V$ is added to $\Delta E$. For a volume difference of 1 cm³/mol at 1 bar it is 0.10 J/mol, which is negligible here.

Equal occupancies give $\Delta E=0$. As $p_B\to0$ the inferred energy grows without limit, but only logarithmically. Part (b) shows that, for a fixed error in the occupancy, its uncertainty then grows faster.

### (b) Uncertainty and predictions

With $p_B=1-p_A$, the derivative of the logarithm is

$$\frac{d}{dp_A}\left[\ln p_A-\ln(1-p_A)\right]=\frac1{p_A}+\frac1{1-p_A}=\frac{1}{p_Ap_B}.$$

To first order, the two contributions to the uncertainty are

$$\delta_p=\frac{RT\,\delta p_A}{p_Ap_B}=\frac{1.6629\times0.02}{0.16}=0.208\ \text{kJ/mol},\qquad
\delta_T=\Delta E\,\frac{\delta T}{T}=2.305\times\frac{2}{200}=0.023\ \text{kJ/mol}.$$

If the errors are independent, they add in quadrature to 0.209 kJ/mol. Random sampling with normally distributed errors gives 0.211 kJ/mol, so the linear formula is adequate. The result is $2.3\pm0.2$ kJ/mol, a relative uncertainty of 9%, nearly all of it from the occupancy. The factor $1/(p_Ap_B)$ is smallest at equal occupancies and diverges when one orientation becomes rare.

For the predictions, keep $\Delta E$ fixed and $\Delta S=0$. Solving the boxed relation for the occupancy at a temperature $T'$ gives

$$p_A(T')=\frac{1}{1+e^{-\Delta E/RT'}}.$$

Since $\Delta E/R=(200\ \text{K})\ln4$, the occupancy ratio at $T'$ is $4^{200\,\text{K}/T'}$. At 100 K the ratio is 16 and $p_A=16/17=0.941$. At 150 K and 250 K the occupancies are 0.864 and 0.752. At high temperature $p_A$ tends to 1/2 in this model.

### (c) Two variants of the minor orientation

The Boltzmann factor compares individual states. If B has $g$ equivalent variants, each has occupancy $p_B/g$, so

$$\Delta E=RT\ln\frac{p_A}{p_B/g}=RT\ln\frac{p_A}{p_B}+RT\ln g.$$

For $g=2$ each variant has occupancy 0.10, and

$$\Delta E=RT\ln8=3.46\ \text{kJ/mol}.$$

The increase, $RT\ln2$, is half of the original answer and far larger than the uncertainty in (b). It comes from the number of orientations, so equal vibrational entropies do not remove it. The symmetry of the site must be known before the formula is used.

### (d) Which energy is measured

Equation (2) shows that $\Delta E$ contains the difference in vibrational energy, both zero-point and thermal. Equal entropies do not guarantee that this difference vanishes.

A two-mode model shows the distinction. Let A have modes at 40 and 400 cm⁻¹, and let B have modes at 50 and 281 cm⁻¹. The last value was chosen to make the two vibrational entropies equal at 200 K. With a static difference of 3.000 kJ/mol, sums over the oscillator levels give

$$RT\ln\frac{p_A}{p_B}=2.523\ \text{kJ/mol}.$$

The total energy difference from the same levels is also 2.523 kJ/mol. The vibrational energy of B is thus 0.477 kJ/mol below that of A, and the occupancies report the total. When the vibrational entropies are equal, a static lattice-energy calculation should be compared with the measured value only after the vibrational energies have been added. When they differ, the term $-T\Delta S$ in (2) must be included too.

For the three librations the situation is reversed: the vibrational energies nearly agree, but the entropies differ. With $x=hc\tilde\nu/k_BT$, where $\tilde\nu$ is the wavenumber, the geometric sum over the levels of one harmonic oscillator is

$$q=\sum_{n=0}^{\infty}e^{-(n+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)}\approx\frac1x\qquad(x\ll1).$$

In this classical limit $q\propto T$, so $U_{\rm vib}=RT^2\,d\ln q/dT=RT$ for each mode, whatever its frequency. Hence $\Delta U_{\rm vib}=0$, and $S=U_{\rm vib}/T+R\ln q$ gives

$$\Delta S=3R\ln\frac{q_B}{q_A}=3R\ln\frac{\tilde\nu_A}{\tilde\nu_B}=3R\ln\frac{20}{19}=1.28\ \text{J/(mol K)}.$$

The softer orientation has the larger entropy and is occupied more than its energy alone would allow. From (2), the energy that fits the same occupancies is

$$\Delta E=RT\ln\frac{p_A}{p_B}+T\Delta S=2.305+0.256=2.56\ \text{kJ/mol}.$$

The classical formula gives 0.2559 kJ/mol. The full level sums shift the static difference $E_B-E_A$ by 0.2563 kJ/mol. They also give a small $\Delta U_{\rm vib}=-0.0008$ kJ/mol, so the exact shift $T\Delta S$ of $\Delta E$ is 0.2555 kJ/mol. A 5% softening of three modes thus matters as much as the uncertainty found in (b).

Occupancies at two temperatures can separate energy from entropy. Dividing (2) by $RT$ gives $\ln(p_A/p_B)=\Delta E/RT-\Delta S/R$. If $\Delta E$ and $\Delta S$ are constant over the interval, subtraction removes $\Delta S$:

$$\Delta E=R\,\frac{\ln(p_A/p_B)_{T_1}-\ln(p_A/p_B)_{T_2}}{1/T_1-1/T_2}.$$

The soft-libration model gives logarithms of 1.5574 at 180 K and 1.2463 at 220 K. With $1/180-1/220=1.0101\times10^{-3}$,

$$\Delta E=\frac{8.3145\times0.3111}{1.0101\times10^{-3}}\ \text{J/mol}=2.56\ \text{kJ/mol},$$

as it should be. The method needs accurate data, however. An occupancy error of 0.02 changes each logarithm by about $0.02/0.16=0.125$. Two independent errors of this size change $\Delta E$ by about $\sqrt2\times0.125\times8.3145/(1.0101\times10^{-3})$ J/mol, or 1.5 kJ/mol. A wider temperature range helps, but is not enough by itself: at low temperature B becomes rare and the error of the logarithm grows. With 100 K and 250 K the same occupancy error still gives about 0.6 kJ/mol to first order, skewed towards high values because B is rare at 100 K. Detecting the 0.26 kJ/mol shift therefore requires more accurate occupancies or many temperatures: a fit to 40 temperatures between 100 and 250 K, with independent errors of 0.02, reaches about 0.16 kJ/mol. The method also assumes independent sites. With the coupling of part (e), the cost of turning a molecule depends on the occupancy and hence on temperature. For $z=12$ and $\Delta S=0$ the formula then gives 2.61 kJ/mol from 180 K and 220 K, which imitates the libration shift.

### (e) Coupled neighbours

Let $\Delta E_0$ be the energy difference of a site without the coupling. In the mean-field approximation each neighbour is A with probability $p_A$ and B with probability $p_B$, whatever the central molecule does. A central A then has $zp_B$ unlike neighbours on average, and a central B has $zp_A$. Turning the central molecule from A to B costs

$$\Delta E_0+zwp_A-zwp_B=\Delta E_0+zw(p_A-p_B).$$

This energy now takes the place of $\Delta E$ in the Boltzmann ratio, with $\Delta S=0$ as before:

$$\Delta E_0=RT\ln\frac{p_A}{p_B}-zw(p_A-p_B).$$

For $z=4$ the correction is $4\times0.05\times0.60=0.12$ kJ/mol and $\Delta E_0=2.185$ kJ/mol. For $z=12$ it is 0.36 kJ/mol and $\Delta E_0=1.945$ kJ/mol.

Complete sums over the configurations of small clusters test the approximation. A periodic 4 × 4 square lattice, with four neighbours per site, gives 2.186 kJ/mol. A cluster of 13 sites that are all neighbours of each other, with twelve neighbours per site, gives 1.949 kJ/mol. Mean field is therefore accurate for this weak coupling.

For $w>0$ the majority orientation favours itself, so a smaller on-site difference is enough to produce the same occupancies. For $w<0$ the correction has the opposite sign. The value from (a) is then the cost, within mean field, of turning one molecule in its average surroundings.

The occupancy at a single temperature cannot reveal the coupling, because a suitable $\Delta E_0$ gives 0.80 with or without it. At that temperature the difference shows in the pairs. Independent sites have an AA neighbour probability of $0.80^2=0.6400$; the coupled square lattice with the same occupancy has 0.6416.

### (f) Occupancies frozen during cooling

Let $k_{BA}=\nu_0e^{-E_b/RT}$ be the rate from B to A, and $k_{AB}$ the reverse rate. In equilibrium the two flows balance, $k_{AB}\,p_A^{\rm eq}=k_{BA}\,p_B^{\rm eq}$, so $k_{AB}=k_{BA}e^{-\Delta E/RT}$. Out of equilibrium,

$$\frac{dp_A}{dt}=k_{BA}(1-p_A)-k_{AB}p_A=-k\,(p_A-p_A^{\rm eq}),\qquad k=k_{BA}+k_{AB},$$

because $p_A^{\rm eq}=k_{BA}/k$. At 200 K the relaxation time $1/k$ is 2.7 µs, so with these parameters equilibrium at that temperature is a safe assumption.

On cooling at a rate $c$, the relaxation still to come below temperature $T$ is measured by $X=\int k\,dt=\int k\,dT'/c$. The main temperature dependence of $k$ is $e^{-E_b/RT}$, so near $T$

$$k(T')\approx k(T)\,e^{(T'-T)E_b/RT^2}.$$

Integrating over all $T'<T$ gives

$$X\approx\frac{k(T)\,RT^2}{c\,E_b}.$$

For $X\gg1$ the occupancy can still adjust; for $X\ll1$ it is frozen. The condition $X=1$ gives a freezing temperature of about 92 K.

Direct integration of the rate equation gives a final occupancy $p_A=0.955$ at 50 K, where equilibrium would require 0.996. The frozen value is the equilibrium occupancy for 90.5 K, close to the estimate. Since the logarithm of the occupancy ratio is $\Delta E/(R\times90.5\ \text{K})$, using 50 K in the formula would give

$$R\,(50\ \text{K})\ln\frac{p_A}{p_B}=\Delta E\,\frac{50}{90.5}=1.27\ \text{kJ/mol},$$

which is 45% below the true value in this model. The temperature in the boxed formula must be the one whose equilibrium occupancies the crystal holds. After freezing, this is close to the freezing temperature, not the temperature of the measurement.

### Comparison with a real crystal

The barrier and libration wavenumbers are round values in the rough range of solid C₆₀, which is evaporated to grow films. Below its ordering transition the molecules have two competing orientations, with an energy difference of roughly 1 kJ/mol. The value inferred here is about twice that, so the occupancies of this exercise are not those of C₆₀. With 1 kJ/mol, the independent-site formula would give $p_A\approx0.65$ at 200 K.

The independence of the sites is open to doubt in such a crystal, since the orientational energy itself comes from the neighbours. For the assumed $w$ and twelve neighbours this lowers the result by 0.36 kJ/mol, or 16%; the value of $w$ is a choice, not a property of C₆₀. Softer librations in B act the other way, by 0.26 kJ/mol. For the data given, two significant figures are the most that can be justified, and a change in the assumptions of (a) can alter even the first: two variants of B would give 3.5 kJ/mol instead of 2.3 kJ/mol. The numerical output below lists the values used. In the heading of the program, $E_A$ and $E_B$ denote energies that include the vibrations, not the static energies defined in (a).

## Numbers as computed

```
Occupancies pA, pB: 0.80, 0.20
Equilibration temperature: 200 K
Gas constant R: 8.3145 J/(mol K)
RT: 1.6629 kJ/mol
ln(pA/pB): 1.3863
Inferred dE: 2.3053 kJ/mol = 23.89 meV
dE from enumeration of 16 sites: 2.3053 kJ/mol
Predicted pA at 100 K: 0.941
Predicted pA at 150 K: 0.864
Predicted pA at 250 K: 0.752
Assumed errors: 0.02 in pA, 2 K in T
Error of dE from pA: 0.208 kJ/mol
Error of dE from T: 0.023 kJ/mol
Combined error, formula: 0.209 kJ/mol
Combined error, sampled: 0.211 kJ/mol
dE if B has two variants: 3.458 kJ/mol
Three librations, A and B: 20, 19 1/cm
Libration shift, level sums: 0.2563 kJ/mol
Libration shift, classical: 0.2559 kJ/mol
Static dE with soft librations: 2.562 kJ/mol
ln(pA/pB) at 180 K, soft case: 1.5574
ln(pA/pB) at 220 K, soft case: 1.2463
dU from these two temperatures: 2.561 kJ/mol
dS from these two temperatures: 1.28 J/(mol K)
Equal-entropy model, A modes: 40, 400 1/cm
Equal-entropy model, B modes: 50, 281.0 1/cm
Equal-entropy model, static dE: 3.000 kJ/mol
Equal-entropy model, RT ln(pA/pB): 2.523 kJ/mol
Equal-entropy model, total dU: 2.523 kJ/mol
Unlike-neighbour cost w: 0.05 kJ/mol
dE with 4 neighbours, enumerated: 2.186 kJ/mol
dE with 4 neighbours, mean field: 2.185 kJ/mol
dE with 12 neighbours, enumerated: 1.949 kJ/mol
dE with 12 neighbours, mean field: 1.945 kJ/mol
AA pair probability, independent: 0.6400
AA pair probability, 4 neighbours, coupled: 0.6416
Barrier from B: 25 kJ/mol
Attempt frequency: 1e+12 1/s
Relaxation time at 200 K: 2.71 microseconds
Cooling rate: 1 K/min
Frozen pA at 50 K: 0.9554
Equilibrium pA at 50 K: 0.9961
Freezing temperature, integrated: 90.5 K
Freezing temperature, criterion: 91.7 K
dE wrongly inferred with 50 K: 1.274 kJ/mol
Work at 1 bar for 1 cm3/mol: 0.10 J/mol
```
